# Symmetrised PCM response: free energy, Fock matrix and nuclear gradient: verification in Python

```python
"""PCM free energy  G[P] = E[P] + (1/2) v.Q v,  Q = K^-1 R,  atomic units.
v: solute potential at the surface points; q = Q v: raw apparent charges;
w = (Q + Q^T) v / 2: symmetrised charges.  Result under test: the Fock matrix
that makes G stationary contains w, not q, and then
  dG/dx = gas-phase expression + w.v^x + (1/2) z.(R^x v - K^x q),  K^T z = v.
S, D: single- and double-layer matrices; A: point areas; f = (eps-1)/(eps+1);
K = S - f/(2 pi) D A S;  R = -f (1 - D A/(2 pi)).
Checks: sphere models, charging cycles, orbital rotations, finite differences.
"""
import itertools
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm
from scipy.optimize import brentq
from scipy.special import erf
from pyscf import gto, scf, grad

PI = np.pi
EPS = 4.0
RADII = np.array([3.4, 2.6, 2.6])
SWITCH_WIDTH = 1.0
COORDS = np.array([[0.0, 0.0, 0.0], [1.8, 0.1, 0.3], [-0.5, 1.75, -0.2]])
NAMES = ["O", "H", "H"]


def sphere_rule():
    """50-point octahedral rule on the unit sphere, weights summing to 4 pi."""
    families = [((1, 0, 0), 4 / 315), ((1, 1, 0), 64 / 2835),
                ((1, 1, 1), 27 / 1280), ((1, 1, 3), 14641 / 725760)]
    points, weights = [], []
    for pattern, weight in families:
        members = set()
        for perm in set(itertools.permutations(pattern)):
            for signs in itertools.product((1, -1), repeat=3):
                members.add(tuple(a * b for a, b in zip(perm, signs)))
        for m in sorted(members):
            points.append(np.array(m) / np.linalg.norm(m))
            weights.append(4 * PI * weight)
    return np.array(points), np.array(weights)


UNIT, WEIGHT = sphere_rule()
assert len(UNIT) == 50 and abs(WEIGHT.sum() - 4 * PI) < 1e-12
assert abs(WEIGHT @ UNIT[:, 0]**10 - 4 * PI / 11) < 1e-12


def uniform_sphere_error(zeta0):
    """Smeared-charge energy integral of a uniform unit sphere minus exact."""
    z = zeta0 / np.sqrt(WEIGHT)
    r = np.linalg.norm(UNIT[:, None] - UNIT[None], axis=2) + np.eye(len(z))
    zz = z[:, None] * z / np.sqrt(z[:, None]**2 + z**2)
    s = erf(zz * r) / r
    np.fill_diagonal(s, z * np.sqrt(2 / PI))
    return WEIGHT @ s @ WEIGHT - (4 * PI)**2


ZETA0 = brentq(uniform_sphere_error, 3, 8)


def build_cavity(coords, radii):
    n_at, n_pt = len(coords), len(UNIT)
    owner = np.repeat(np.arange(n_at), n_pt)
    normal = np.tile(UNIT, (n_at, 1))
    weight = np.tile(WEIGHT, n_at)
    rad = radii[owner]
    s = coords[owner] + rad[:, None] * normal
    switch = np.ones(len(s))
    dlog = np.zeros((n_at, len(s), 3))     # d ln(switch) / d nucleus
    for j in range(n_at):
        d = s - coords[j]
        r = np.linalg.norm(d, axis=1)
        x = np.clip((r - radii[j]) / SWITCH_WIDTH + 0.5, 0, 1)
        x[owner == j] = 1.0
        h = x**3 * (10 - 15 * x + 6 * x**2)
        switch *= h
        slope = 30 * x**2 * (1 - x)**2 / np.where(h > 0, h, 1)
        push = (slope / (r * SWITCH_WIDTH))[:, None] * d
        dlog[j] -= push
        for a in range(n_at):
            dlog[a][owner == a] += push[owner == a]
    k = switch > 1e-8
    c = SimpleNamespace(s=s[k], owner=owner[k], normal=normal[k],
                        dlog=dlog[:, k])
    zeta = ZETA0 / (rad[k] * np.sqrt(weight[k]))
    c.area = weight[k] * rad[k]**2 * switch[k]
    c.d = c.s[:, None] - c.s[None]
    c.r = np.linalg.norm(c.d, axis=2) + np.eye(len(zeta))
    c.z = zeta[:, None] * zeta / np.sqrt(zeta[:, None]**2 + zeta**2)
    c.gauss = np.exp(-(c.z * c.r)**2)
    c.g = erf(c.z * c.r) - 2 * c.z * c.r / np.sqrt(PI) * c.gauss
    c.nd = np.einsum("jk,ijk->ij", c.normal, c.d)
    c.S = erf(c.z * c.r) / c.r
    c.D = c.g * c.nd / c.r**3
    self_term = zeta * np.sqrt(2 / PI)
    np.fill_diagonal(c.S, self_term / switch[k])
    np.fill_diagonal(c.D, -self_term / (2 * rad[k]))
    return c


def response(c, f):
    DA = c.D * c.area
    K = c.S - f / (2 * PI) * DA @ c.S
    R = -f * (np.eye(len(DA)) - DA / (2 * PI))
    return K, R, np.linalg.solve(K, R)


def response_derivative(c, f, atom, x):
    """Analytic derivatives of K and R for a shift of one nucleus."""
    move = (c.owner == atom).astype(float)
    rel = move[:, None] - move
    dS = -c.g / c.r**3 * c.d[:, :, x] * rel
    np.fill_diagonal(dS, -np.diag(c.S) * c.dlog[atom, :, x])
    gp = 4 * c.z**3 * c.r**2 / np.sqrt(PI) * c.gauss
    dD = rel * (c.g * c.normal[:, x] / c.r**3
                + c.nd * c.d[:, :, x] * (gp / c.r**4 - 3 * c.g / c.r**5))
    dDA = dD * c.area + c.D * (c.area * c.dlog[atom, :, x])
    dK = dS - f / (2 * PI) * (dDA @ c.S + (c.D * c.area) @ dS)
    return dK, f / (2 * PI) * dDA


def asymmetry(M):
    return np.linalg.norm(M - M.T) / np.linalg.norm(M + M.T)


def ellipsoid_asymmetry(n):
    """Asymmetry of D S and of D between smooth functions on an ellipsoid."""
    axes = np.array([1.0, 1.3, 1.7])
    i = np.arange(n)
    z = 1 - (2 * i + 1) / n
    phi = PI * (3 - np.sqrt(5)) * i
    rho = np.sqrt(1 - z**2)
    u = np.column_stack([rho * np.cos(phi), rho * np.sin(phi), z])
    p, m = u * axes, u / axes
    length = np.linalg.norm(m, axis=1)
    area = axes.prod() * length * 4 * PI / n
    d = p[:, None] - p[None]
    r = np.linalg.norm(d, axis=2) + np.eye(n)
    S = 1 / r
    np.fill_diagonal(S, 1.07 * np.sqrt(4 * PI / area))
    DA = np.einsum("jk,ijk->ij", m / length[:, None], d) / r**3 * area
    np.fill_diagonal(DA, 0)
    np.fill_diagonal(DA, -2 * PI - DA.sum(axis=1))
    X, Y, Z = p.T
    basis = np.column_stack([X**0, X, Y, Z, X*X, Y*Y, X*Y, Y*Z, Z*X])
    B = basis * area[:, None]
    return asymmetry(B.T @ (DA @ (S @ B))), asymmetry(B.T @ (DA @ basis))


class Solute:
    """Integrals, cavity and energy functional at one geometry."""

    def __init__(self, coords):
        self.coords = coords
        self.f = (EPS - 1) / (EPS + 1)
        self.mol = gto.M(atom=[(a, tuple(x)) for a, x in zip(NAMES, coords)],
                         unit="Bohr", basis="6-31g", verbose=0)
        mol = self.mol
        self.cav = build_cavity(coords, RADII)
        self.K, self.R, self.Q = response(self.cav, self.f)
        self.h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        self.ovlp = mol.intor("int1e_ovlp")
        self.eri = mol.intor("int2e", aosym="s1")
        L = []
        for point in self.cav.s:
            with mol.with_rinv_origin(point):
                L.append(mol.intor("int1e_rinv"))
        self.L = np.array(L)
        dist = np.linalg.norm(self.cav.s[:, None] - coords, axis=2)
        self.vnuc = (mol.atom_charges() / dist).sum(axis=1)

    def potential(self, P):
        return self.vnuc - np.einsum("imn,mn->i", self.L, P)

    def gas_fock(self, P):
        J = np.einsum("mnls,ls->mn", self.eri, P)
        X = np.einsum("mlns,ls->mn", self.eri, P)
        return self.h + J - X / 2

    def polarisation(self, P):
        v = self.potential(P)
        return 0.5 * v @ self.Q @ v

    def gas_energy(self, P):
        return 0.5 * np.sum(P * (self.h + self.gas_fock(P))) \
            + self.mol.energy_nuc()

    def free_energy(self, P):
        return self.gas_energy(P) + self.polarisation(P)

    def charges(self, P, mode):
        v = self.potential(P)
        if mode == "gas":
            return 0 * v
        q = self.Q @ v
        return q if mode == "raw" else 0.5 * (q + self.Q.T @ v)

    def fock(self, P, mode):
        return self.gas_fock(P) - np.einsum(
            "i,imn->mn", self.charges(P, mode), self.L)

    def solve(self, mode, P):
        nocc = self.mol.nelectron // 2
        val, vec = eigh(self.ovlp)
        orth = vec / np.sqrt(val)
        focks, errors = [], []
        for _ in range(150):
            F = self.fock(P, mode)
            FPS = F @ P @ self.ovlp
            err = orth.T @ (FPS - FPS.T) @ orth
            if abs(err).max() < 1e-9:
                break
            focks, errors = (focks + [F])[-7:], (errors + [err])[-7:]
            n = len(focks)
            B = np.zeros((n + 1, n + 1))
            B[:n, :n] = [[np.sum(a * b) for b in errors] for a in errors]
            B[:n, :n] /= B[:n, :n].max()
            B[n, :n] = B[:n, n] = 1
            rhs = np.zeros(n + 1)
            rhs[n] = 1
            coef = np.linalg.lstsq(B, rhs, rcond=1e-15)[0][:n]
            F = sum(a * b for a, b in zip(coef, focks))
            C = eigh(F, self.ovlp)[1]
            P = 2 * C[:, :nocc] @ C[:, :nocc].T
        else:
            raise RuntimeError("SCF not converged")
        energy, C = eigh(F, self.ovlp)
        return SimpleNamespace(P=2 * C[:, :nocc] @ C[:, :nocc].T, C=C,
                               energy=energy, nocc=nocc)

    def gradient(self, sol, mode):
        """Three parts: gas-like, charges times v^x, response-matrix term."""
        mol, cav = self.mol, self.cav
        occ = np.zeros(len(sol.energy))
        occ[:sol.nocc] = 2
        g = grad.RHF(scf.RHF(mol))
        gas = g.grad_elec(sol.energy, sol.C, occ) + g.grad_nuc()
        v = self.potential(sol.P)
        q = self.Q @ v
        z = np.linalg.solve(self.K.T, v)
        assert np.allclose(self.R.T @ z, self.Q.T @ v, atol=1e-8)
        c = self.charges(sol.P, mode)
        B = []
        for point in cav.s:
            with mol.with_rinv_origin(point):
                ip = mol.intor("int1e_iprinv", comp=3)
            B.append(2 * np.einsum("xmn,mn->xm", ip, sol.P))
        B = np.array(B)
        d = cav.s[:, None] - self.coords
        field = -mol.atom_charges()[None, :, None] * d \
            / np.linalg.norm(d, axis=2)[:, :, None]**3
        part_v, part_q = np.zeros((3, 3)), np.zeros((3, 3))
        for a, (p0, p1) in enumerate(mol.aoslice_by_atom()[:, 2:]):
            on = (cav.owner == a)[:, None]
            dv = on * field.sum(axis=1) - field[:, a] \
                + B[:, :, p0:p1].sum(axis=2) - on * B.sum(axis=2)
            part_v[a] = c @ dv
            for x in range(3):
                dK, dR = response_derivative(cav, self.f, a, x)
                part_q[a, x] = 0.5 * z @ (dR @ v - dK @ q)
        return gas, part_v, part_q


# --- surface model against closed results for a sphere -----------------------
f_model = (EPS - 1) / (EPS + 1)
R0 = RADII[0]
ball = build_cavity(np.zeros((1, 3)), np.array([R0]))
Qball = response(ball, f_model)[2]
v_ion = np.full(len(ball.s), 1 / R0)
v_dip = ball.normal[:, 2] / R0**2
born_num, born = 0.5 * v_ion @ Qball @ v_ion, -0.5 * (1 - 1 / EPS) / R0
dip_num = 0.5 * v_dip @ Qball @ v_dip
dip = -(EPS - 1) / (2 * EPS + 1) / R0**3
# 50 points leave a discretisation error of the order of a per cent
assert abs(born_num / born - 1) < 0.02 and abs(dip_num / dip - 1) < 0.02

# --- the continuum product D S is symmetric, D alone is not ------------------
ds_coarse, _ = ellipsoid_asymmetry(300)
ds_fine, d_fine = ellipsoid_asymmetry(1200)
assert ds_fine < ds_coarse and ds_fine < 0.1 * d_fine

# --- solute: symmetrised, raw and gas-phase SCF ------------------------------
sol0 = Solute(COORDS)
mf = scf.RHF(sol0.mol)
guess = np.asarray(mf.get_init_guess())
gas = sol0.solve("gas", guess)
E_gas = sol0.gas_energy(gas.P)
mf.conv_tol = 1e-11
assert abs(E_gas - mf.kernel()) < 1e-8
sym = sol0.solve("sym", gas.P)
raw = sol0.solve("raw", gas.P)
G_sym, G_raw = sol0.free_energy(sym.P), sol0.free_energy(raw.P)
assert G_raw > G_sym + 1e-12

# --- asymmetry of Q and its conductor limit ----------------------------------
asym = {e: asymmetry(response(sol0.cav, (e - 1) / (e + 1))[2])
        for e in (1.01, 2.0, 4.0, 80.0)}
Qcond = response(sol0.cav, 1.0)[2]
assert np.allclose(Qcond, -np.linalg.inv(sol0.cav.S), atol=1e-7)
assert asymmetry(Qcond) < 1e-7 < asym[4.0]

# --- work of a closed charging cycle -----------------------------------------
pot_a = 1 / np.linalg.norm(sol0.cav.s - COORDS[0], axis=1)
pot_b = 1 / np.linalg.norm(sol0.cav.s - COORDS[1], axis=1)


def path_work(Q, corners, steps=20):
    work = 0.0
    for start, end in zip(corners[:-1], corners[1:]):
        start, end = np.array(start, float), np.array(end, float)
        for k in range(steps):
            x, y = start + (end - start) * (k + 0.5) / steps
            dx, dy = (end - start) / steps
            work += (Q @ (x * pot_a + y * pot_b)) @ (dx * pot_a + dy * pot_b)
    return work


square = [(0, 0), (1, 0), (1, 1), (0, 1), (0, 0)]
Q = sol0.Q
loop_raw = path_work(Q, square)
loop_sym = path_work((Q + Q.T) / 2, square)
assert abs(loop_raw - (pot_b @ Q @ pot_a - pot_a @ Q @ pot_b)) < 1e-10
assert abs(loop_sym) < 1e-10 and abs(loop_raw) > 1e-7
both = pot_a + pot_b
straight = path_work(Q, [(0, 0), (1, 1)])
assert abs(straight - 0.5 * both @ Q @ both) < 1e-10

# --- slope of G under orbital rotation at both SCF solutions -----------------
no = raw.nocc
deltaF = sol0.fock(raw.P, "sym") - sol0.fock(raw.P, "raw")
block = raw.C[:, no:].T @ deltaF @ raw.C[:, :no]
slope_formula = 4 * np.linalg.norm(block)
kappa = np.zeros_like(deltaF)
kappa[no:, :no] = block / np.linalg.norm(block)
kappa -= kappa.T


def rotation_slope(sol, t=1e-4):
    values = []
    for sign in (1, -1):
        C = (sol.C @ expm(sign * t * kappa))[:, :no]
        values.append(sol0.free_energy(2 * C @ C.T))
    return (values[0] - values[1]) / (2 * t)


slope_sym, slope_raw = rotation_slope(sym), rotation_slope(raw)
assert abs(slope_sym) < 1e-7
assert abs(slope_raw - slope_formula) < 1e-7 and slope_raw > 1e-6

# --- nuclear gradient against differences of reconverged free energies -------
parts = sol0.gradient(sym, "sym")
g_sym = sum(parts)
g_raw = sum(sol0.gradient(raw, "raw"))
fd_sym, fd_raw = np.zeros((3, 3)), np.zeros((3, 3))
STEP = 5e-4
for a in range(3):
    for x in range(3):
        for sign in (1, -1):
            moved = COORDS.copy()
            moved[a, x] += sign * STEP
            near = Solute(moved)
            for mode, ref, out in (("sym", sym, fd_sym), ("raw", raw, fd_raw)):
                P = near.solve(mode, ref.P).P
                out[a, x] += sign * near.free_energy(P) / (2 * STEP)
err_sym, err_raw = abs(g_sym - fd_sym).max(), abs(g_raw - fd_raw).max()
assert err_sym < 1e-6
assert err_raw > 10 * err_sym
assert abs(g_sym.sum(axis=0)).max() < 1e-6

# --- output ------------------------------------------------------------------
kj = constants.physical_constants["Hartree energy"][0] * constants.N_A / 1e3
print(f"permittivity {EPS:.1f}, f = {f_model:.4f}")
print("sphere radii O, H, H (bohr):", RADII)
print(f"switching width (bohr): {SWITCH_WIDTH:.1f}")
for name, xyz in zip(NAMES, COORDS):
    print(f"nucleus {name} (bohr): {xyz}")
print(f"points per sphere {len(UNIT)}, kept in total {len(sol0.cav.s)}")
print(f"calibrated smearing parameter zeta0: {ZETA0:.4f}")
print(f"unit ion in O sphere, numeric/Born (hartree): "
      f"{born_num:.6f} {born:.6f}")
print(f"unit dipole in O sphere, numeric/Onsager (hartree): "
      f"{dip_num:.6f} {dip:.6f}")
print(f"ellipsoid asymmetry of DS, 300 and 1200 points: "
      f"{ds_coarse:.2e} {ds_fine:.2e}")
print(f"ellipsoid asymmetry of D, 1200 points: {d_fine:.2e}")
for e, value in asym.items():
    print(f"relative asymmetry of Q at eps = {e}: {value:.3e}")
print(f"relative asymmetry of Q at f = 1: {asymmetry(Qcond):.1e}")
print(f"charging cycle work, raw Q (hartree): {loop_raw:.4e}")
print(f"charging cycle work, symmetrised Q (hartree): {loop_sym:.1e}")
print(f"straight charging work, both charges (hartree): {straight:.6f}")
print(f"gas-phase RHF energy (hartree): {E_gas:.8f}")
print(f"free energy G, symmetrised SCF (hartree): {G_sym:.8f}")
print(f"polarisation term v.Qv/2 (hartree): {sol0.polarisation(sym.P):.8f}")
print(f"solute distortion energy (hartree): "
      f"{sol0.gas_energy(sym.P) - E_gas:.8f}")
print(f"G - E_gas (hartree): {G_sym - E_gas:.8f}")
print(f"G - E_gas (kJ/mol): {(G_sym - E_gas) * kj:.3f}")
print(f"G(raw SCF) - G(symmetrised SCF) (hartree): {G_raw - G_sym:.3e}")
print(f"sum of symmetrised charges (e): "
      f"{sol0.charges(sym.P, 'sym').sum():.5f}")
print(f"sum of raw charges, same density (e): "
      f"{sol0.charges(sym.P, 'raw').sum():.5f}")
print(f"orbital slope, symmetrised SCF (hartree/rad): {slope_sym:.1e}")
print(f"orbital slope, raw SCF (hartree/rad): {slope_raw:.5e}")
print(f"orbital slope, raw SCF, formula (hartree/rad): {slope_formula:.5e}")
for a, name in enumerate(NAMES):
    print(f"gradient {name}{a} x y z (hartree/bohr): "
          + " ".join(f"{x:.6f}" for x in g_sym[a]))
    print(f"  finite difference (hartree/bohr): "
          + " ".join(f"{x:.6f}" for x in fd_sym[a]))
print("parts of H1 x gradient: gas-like, w.v^x, response (hartree/bohr): "
      + " ".join(f"{p[1, 0]:.6f}" for p in parts))
print(f"finite-difference step (bohr): {STEP:.1e}")
print(f"largest gradient error, symmetrised (hartree/bohr): {err_sym:.1e}")
print(f"largest gradient error, raw (hartree/bohr): {err_raw:.2e}")
print(f"largest net force component (hartree/bohr): "
      f"{abs(g_sym.sum(axis=0)).max():.1e}")
print("OK")
```

Printed output:

```
permittivity 4.0, f = 0.6000
sphere radii O, H, H (bohr): [3.4 2.6 2.6]
switching width (bohr): 1.0
nucleus O (bohr): [0. 0. 0.]
nucleus H (bohr): [1.8 0.1 0.3]
nucleus H (bohr): [-0.5   1.75 -0.2 ]
points per sphere 50, kept in total 103
calibrated smearing parameter zeta0: 4.8925
unit ion in O sphere, numeric/Born (hartree): -0.110294 -0.110294
unit dipole in O sphere, numeric/Onsager (hartree): -0.008453 -0.008481
ellipsoid asymmetry of DS, 300 and 1200 points: 2.93e-05 8.49e-06
ellipsoid asymmetry of D, 1200 points: 1.77e-02
relative asymmetry of Q at eps = 1.01: 2.035e-02
relative asymmetry of Q at eps = 2.0: 1.335e-02
relative asymmetry of Q at eps = 4.0: 7.874e-03
relative asymmetry of Q at eps = 80.0: 4.743e-04
relative asymmetry of Q at f = 1: 3.4e-16
charging cycle work, raw Q (hartree): -1.0866e-04
charging cycle work, symmetrised Q (hartree): 8.6e-18
straight charging work, both charges (hartree): -0.432773
gas-phase RHF energy (hartree): -75.98327386
free energy G, symmetrised SCF (hartree): -75.99279796
polarisation term v.Qv/2 (hartree): -0.01012839
solute distortion energy (hartree): 0.00060429
G - E_gas (hartree): -0.00952410
G - E_gas (kJ/mol): -25.006
G(raw SCF) - G(symmetrised SCF) (hartree): 2.338e-10
sum of symmetrised charges (e): -0.00199
sum of raw charges, same density (e): -0.00160
orbital slope, symmetrised SCF (hartree/rad): 2.5e-09
orbital slope, raw SCF (hartree/rad): 4.73246e-05
orbital slope, raw SCF, formula (hartree/rad): 4.73224e-05
gradient O0 x y z (hartree/bohr): -0.018214 -0.028401 -0.001264
  finite difference (hartree/bohr): -0.018214 -0.028401 -0.001264
gradient H1 x y z (hartree/bohr): 0.011195 0.012068 0.001170
  finite difference (hartree/bohr): 0.011195 0.012068 0.001170
gradient H2 x y z (hartree/bohr): 0.007019 0.016333 0.000094
  finite difference (hartree/bohr): 0.007019 0.016333 0.000094
parts of H1 x gradient: gas-like, w.v^x, response (hartree/bohr): 0.017740 -0.006452 -0.000093
finite-difference step (bohr): 5.0e-04
largest gradient error, symmetrised (hartree/bohr): 8.5e-08
largest gradient error, raw (hartree/bohr): 1.17e-05
largest net force component (hartree/bohr): 1.7e-15
OK
```
